**ELF of the silicon atom: all-electron and pseudo-orbitals**

The program compares the electron localization function ELF = 1/(1+χ²), with χ = D/D₀, for all-electron orbitals and for Troullier–Martins and Kerker pseudo-orbitals of silicon. D is the curvature of the same-spin conditional density, D₀ is its uniform-gas value, and rc is the core radius. The program asserts that D agrees with a direct angular average at one point, that the self-consistent atom obeys the virial theorem, and that the pseudo-orbitals, recomputed by finite differences, return the all-electron eigenvalues and the charge inside rc. It also asserts that the pseudo-ELF matches the valence-only all-electron ELF outside rc, and that the formula for χ at the nucleus agrees with the computed profiles. The output shows two minima separating three shells in the full profile, and a single maximum with no minimum in each pseudo-profile. Inside 1.8 bohr the four pseudo-profiles differ by up to 0.083. Between 1.8 and 2.2 bohr the core tail still changes the all-electron ELF by up to 0.16.

## Numerical check

```python
"""Electron localization function (ELF) of the silicon atom: all-electron
orbitals against norm-conserving pseudo-orbitals.

Result under test: outside the core radius rc the pseudo ELF equals the ELF of
the all-electron valence orbitals; inside rc it has no core shells and depends
on the pseudization scheme, although the norm inside rc is conserved.

ELF = 1/(1+chi^2), chi = D/D0, for one spin:
  D  = tau - |grad rho|^2/(4 rho),  tau = sum f |grad phi|^2
  D0 = (3/5)(6 pi^2)^(2/3) rho^(5/3)
u = r R(r) is a radial orbital, l its angular momentum, eps its eigenvalue.
Pseudo-orbitals: u = r^(l+1) exp(p(r)) inside rc, p a polynomial.
Atom: spin-restricted, spherical, non-relativistic LDA. Hartree atomic units.
"""
import numpy as np
from numpy.polynomial import polynomial as P
from numpy.polynomial.legendre import legvander, leggauss
from scipy.special import roots_jacobi, eval_legendre
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.interpolate import CubicSpline
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.signal import argrelmax, argrelmin
from scipy.constants import physical_constants
from pyscf.dft import libxc

pi = np.pi
Z = 14
OCC = {0: [2, 2, 2], 1: [6, 2]}          # 1s 2s 3s ; 2p 3p
BOHR_ANG = physical_constants["Bohr radius"][0] * 1e10

# ---------- spectral radial grid (Gauss-Lobatto nodes, rational map) ----------
N, SCALE, RMAX = 140, 1.0, 40.0
B = 1 + 2 * SCALE / RMAX
x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
PN = eval_legendre(N, x)
w = 2 / (N * (N + 1) * PN**2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
Dx = PN[:, None] / PN[None, :] / gap
np.fill_diagonal(Dx, 0.0)
np.fill_diagonal(Dx, -Dx.sum(axis=1))
r = SCALE * (1 + x) / (B - x)
jac = SCALE * (1 + B) / (B - x)**2
Dr = Dx / jac[:, None]
mass = w * jac
kin = 0.5 * Dx.T @ ((w / jac)[:, None] * Dx)
inner = slice(1, -1)
ri, mi, kin_i = r[inner], mass[inner], kin[inner, inner]
kin_sym = kin_i / np.sqrt(np.outer(mi, mi))
mode_norm = np.arange(N + 1) + 0.5
mode_norm[-1] = N / 2
modal = mode_norm[:, None] * legvander(x, N).T * w


def at(f, rr):
    """Value at radii rr of a function given on the spectral nodes."""
    rr = np.asarray(rr, float)
    return legvander((rr * B - SCALE) / (rr + SCALE), N) @ (modal @ f)


def radial_states(v, l, count):
    h = kin_sym + np.diag(v + l * (l + 1) / (2 * ri**2))
    e, c = eigh(h, subset_by_index=[0, count - 1])
    u = np.zeros((count, N + 1))
    u[:, inner] = (c / np.sqrt(mi)[:, None]).T
    probe = np.argmin(abs(r - 3.0))
    return e, u * np.where(u[:, probe] < 0, -1.0, 1.0)[:, None]


def v_xc(rho):
    """LDA potential: Dirac exchange and Perdew-Wang correlation."""
    rho = np.maximum(rho, 1e-40)
    rs = (3 / (4 * pi * rho))**(1 / 3)
    A, a1, b1, b2, b3, b4 = 0.031091, 0.21370, 7.5957, 3.5876, 1.6382, 0.49294
    s = np.sqrt(rs)
    q = 2 * A * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2)
    dq = 2 * A * (b1 / (2 * s) + b2 + 1.5 * b3 * s + 2 * b4 * rs)
    log = np.log1p(1 / q)
    ec = -2 * A * (1 + a1 * rs) * log
    dec = -2 * A * a1 * log + 2 * A * (1 + a1 * rs) * dq / (q * (q + 1))
    return -(3 * rho / pi)**(1 / 3) + ec - rs * dec / 3


rho_test = np.array([0.003, 0.05, 1.0, 40.0])
v_lib = libxc.eval_xc("lda_x,lda_c_pw", rho_test, spin=0, deriv=1)[1][0]
assert np.allclose(v_xc(rho_test), np.ravel(v_lib), rtol=1e-4)
e_h, _ = radial_states(-Z / ri, 0, 3)
assert np.allclose(e_h, [-Z**2 / 2 / n**2 for n in (1, 2, 3)], atol=1e-5)

# ---------- self-consistent all-electron silicon ----------
rv = -1 - (Z - 1) * np.exp(-r)                  # r times the potential
for cycle in range(250):
    states = {l: radial_states(rv[inner] / ri, l, len(OCC[l])) for l in OCC}
    n_r = sum(o * u**2 for l in OCC for o, u in zip(OCC[l], states[l][1]))
    rho = np.empty(N + 1)
    rho[1:] = n_r[1:] / (4 * pi * r[1:]**2)
    rho[0] = sum(o * (Dr[0] @ u)**2
                 for o, u in zip(OCC[0], states[0][1])) / (4 * pi)
    hart = Z * r / RMAX
    hart[inner] += np.linalg.solve(2 * kin_i, mi * n_r[inner] / ri)
    vx = v_xc(rho)
    new = -Z + hart + r * vx
    change = np.max(abs(new - rv))
    if change < 1e-8:
        break
    rv = rv + 0.35 * (new - rv)
assert change < 1e-6

T = sum(o * (u @ kin @ u + l * (l + 1) / 2 * np.sum(mi * u[inner]**2 / ri**2))
        for l in OCC for o, u in zip(OCC[l], states[l][1]))
V_nuc = -Z * np.sum(mi * n_r[inner] / ri)
E_hart = 0.5 * np.sum(mi * n_r[inner] * hart[inner] / ri)
xc_virial = np.sum(mass * n_r * r * (Dr @ vx))
virial_error = (2 * T + V_nuc + E_hart - xc_virial) / T
assert abs(virial_error) < 1e-5

# ---------- ELF ----------
C_GAS = 0.6 * (6 * pi**2)**(2 / 3)
kf = (6 * pi**2 * 0.07)**(1 / 3)
tau_gas = quad(lambda k: k**4 / (2 * pi**2), 0, kf)[0]
assert abs(tau_gas / (C_GAS * 0.07**(5 / 3)) - 1) < 1e-8


def spectral_orbital(u):
    du = Dr @ u
    return lambda rr: (at(u, rr), at(du, rr))


def pauli_parts(shells, rr):
    """D and D0 of one spin for shells (electrons, l, orbital)."""
    dens = slope = tau = 0.0
    for electrons, l, orbital in shells:
        u, du = orbital(rr)
        R = u / rr
        dR = (du - R) / rr
        f = electrons / (8 * pi)
        dens = dens + f * R**2
        slope = slope + 2 * f * R * dR
        tau = tau + f * (dR**2 + l * (l + 1) * R**2 / rr**2)
    return tau - slope**2 / (4 * dens), C_GAS * dens**(5 / 3)


def chi(shells, rr):
    D, D0 = pauli_parts(shells, np.asarray(rr, float))
    return D / D0


def elf(shells, rr):
    return 1 / (1 + chi(shells, rr)**2)


def chi_nucleus(s_values, p_slopes):
    """chi at r=0 from (electrons, R_s(0)) and (electrons, R_p'(0))."""
    dens = sum(n * a**2 for n, a in s_values) / (8 * pi)
    return 3 * sum(n * b**2 for n, b in p_slopes) / (8 * pi) \
        / (C_GAS * dens**(5 / 3))


full = [(o, l, spectral_orbital(u))
        for l in OCC for o, u in zip(OCC[l], states[l][1])]
valence = [full[2], full[4]]
val_u = {0: states[0][1][2], 1: states[1][1][1]}
val_e = {0: states[0][0][2], 1: states[1][0][1]}

# ---------- pseudo-orbitals ----------
q1 = Dr @ rv
q2 = Dr @ q1
STEP = 0.005
grid = STEP * np.arange(5001)
v_grid = at(rv, grid[1:-1]) / grid[1:-1]


def log_derivatives(l, rc):
    """p and its first four derivatives at rc from the radial equation."""
    e, u, k = val_e[l], val_u[l], l + 1
    u0, u1 = at(u, [rc])[0], at(Dr @ u, [rc])[0]
    v0 = at(rv, [rc])[0] / rc
    v1 = (at(q1, [rc])[0] - v0) / rc
    v2 = (at(q2, [rc])[0] - 2 * v1) / rc
    p0 = np.log(u0 / rc**k)
    p1 = u1 / u0 - k / rc
    p2 = 2 * (v0 - e) - 2 * k * p1 / rc - p1**2
    p3 = 2 * v1 + 2 * k * p1 / rc**2 - 2 * k * p2 / rc - 2 * p1 * p2
    p4 = (2 * v2 - 4 * k * p1 / rc**3 + 4 * k * p2 / rc**2
          - 2 * k * p3 / rc - 2 * p2**2 - 2 * p1 * p3)
    return np.array([p0, p1, p2, p3, p4])


def inner_points(rc):
    t, wt = leggauss(60)
    return rc * (t + 1) / 2, rc * wt / 2


def pseudize(scheme, l, rc):
    """Polynomial p, then the orbital recomputed from the inverted potential."""
    free = [0, 6, 8, 10, 12] if scheme == "TM" else [0, 3, 4]
    orders = range(len(free))
    target = log_derivatives(l, rc)[:len(free)]
    unit = np.eye(13)
    matrix = np.array([[P.polyval(rc, P.polyder(unit[j], d)) for j in free]
                       for d in orders])
    rq, wq = inner_points(rc)
    charge = wq @ at(val_u[l], rq)**2

    def polynomial(c2):
        c = np.zeros(13)
        c[2] = c2
        if scheme == "TM":
            c[4] = -c2**2 / (2 * l + 5)
        fixed = np.array([P.polyval(rc, P.polyder(c, d)) for d in orders])
        c[free] = np.linalg.solve(matrix, target - fixed)
        return c

    def norm_error(c2):
        p = P.polyval(rq, polynomial(c2))
        return np.log(wq @ (rq**(2 * l + 2) * np.exp(2 * p)) / charge)

    trial = np.linspace(-10, 10, 801)
    err = np.array([norm_error(t) for t in trial])
    roots = [brentq(norm_error, trial[i], trial[i + 1], xtol=1e-13)
             for i in np.where(err[:-1] * err[1:] < 0)[0]]
    assert roots, "no norm-conserving solution"
    c = polynomial(min(roots, key=abs))

    def potential(rr):
        d1 = P.polyder(c)
        return (val_e[l] + (l + 1) * P.polyval(rr, d1[1:])
                + 0.5 * (P.polyval(rr, P.polyder(c, 2))
                         + P.polyval(rr, d1)**2))

    rg = grid[1:-1]
    v = v_grid.copy()
    inside = rg < rc - 1e-9
    v[inside] = potential(rg[inside])
    diag = 1 / STEP**2 + v + l * (l + 1) / (2 * rg**2)
    off = np.full(len(rg) - 1, -0.5 / STEP**2)
    e, vec = eigh_tridiagonal(diag, off, select="i", select_range=(0, 0))
    u = np.concatenate(([0.0], vec[:, 0], [0.0])) / np.sqrt(STEP)
    spline = CubicSpline(grid, u * np.sign(u[400]))
    slope = spline.derivative()
    ps_charge = wq @ spline(rq)**2
    assert abs(e[0] - val_e[l]) < 5e-5
    assert abs(ps_charge - charge) < 2e-4
    if scheme == "TM":                       # potential flat to fourth order
        v0 = potential(0.0)
        ratio = (potential(0.04) - v0) / (potential(0.02) - v0)
        assert 13 < ratio < 19
    return dict(orbital=lambda rr: (spline(rr), slope(rr)), eps=e[0],
                lead=np.exp(c[0]), charge=charge, ps_charge=ps_charge)


RC = (1.8, 2.2)
cases = [(s, rc) for s in ("TM", "Kerker") for rc in RC]
made = {c: [pseudize(c[0], l, c[1]) for l in (0, 1)] for c in cases}
pseudo = {c: [(2, l, made[c][l]["orbital"]) for l in (0, 1)] for c in cases}

# ---------- D as curvature of the same-spin conditional density ----------
s_orb, p_orb = (made[cases[0]][l]["orbital"] for l in (0, 1))
r0, sep = 1.0, 0.02
t, wt = leggauss(16)
r2 = np.sqrt(r0**2 + sep**2 + 2 * r0 * sep * t)
cos_angle = (r0 + sep * t) / r2
Rs0, Rp0 = s_orb(r0)[0] / r0, p_orb(r0)[0] / r0
Rs2, Rp2 = s_orb(r2)[0] / r2, p_orb(r2)[0] / r2
gamma = (Rs0 * Rs2 + Rp0 * Rp2 * cos_angle) / (4 * pi)
pair = (Rs2**2 + Rp2**2) / (4 * pi) - gamma**2 * 4 * pi / (Rs0**2 + Rp0**2)
D_pair = 3 * (0.5 * wt @ pair) / sep**2
D_formula = pauli_parts(pseudo[cases[0]], r0)[0]
assert abs(D_pair / D_formula - 1) < 0.01

# ---------- nucleus ----------
ae_a = [(o, Dr[0] @ u) for o, u in zip(OCC[0], states[0][1])]
ae_b = [(o, (Dr[0] @ (Dr @ u)) / 2) for o, u in zip(OCC[1], states[1][1])]
chi0_ae = chi_nucleus(ae_a, ae_b)
near = chi(full, np.array([0.001, 0.002]))
assert abs((2 * near[0] - near[1]) / chi0_ae - 1) < 0.02
chi0 = {}
for c in cases:
    chi0[c] = chi_nucleus([(2, made[c][0]["lead"])], [(2, made[c][1]["lead"])])
    assert abs(chi(pseudo[c], np.array([0.02]))[0] / chi0[c] - 1) < 0.03
elf0_ae = 1 / (1 + chi0_ae**2)
elf0 = {c: 1 / (1 + chi0[c]**2) for c in cases}
assert elf0_ae > 0.9 and max(elf0.values()) < 0.5

# ---------- profiles ----------
rr = np.linspace(0.05, 6, 2381)
E_full, E_val = elf(full, rr), elf(valence, rr)
E_ps = {c: elf(pseudo[c], rr) for c in cases}
maxima, minima = argrelmax(E_full)[0], argrelmin(E_full)[0]
assert len(minima) == 2 and len(maxima) == 2      # K | L | M
outside_error = {}
for c in cases:
    out = rr > c[1]
    outside_error[c] = np.max(abs(E_ps[c] - E_val)[out])
    assert outside_error[c] < 1e-3
    assert np.all(rr[argrelmax(E_ps[c])[0]] > rr[minima[1]])
core = rr < RC[0]
scheme_gap = np.max(abs(E_ps["TM", 1.8] - E_ps["Kerker", 1.8])[core])
radius_gap = np.max(abs(E_ps["TM", 1.8] - E_ps["TM", 2.2])[core])
stack = np.array([E_ps[c] for c in cases])
spread = np.where(core, np.ptp(stack, axis=0), 0)
assert scheme_gap > 0.01 and radius_gap > 0.01
tail = abs(E_full - E_val)
tail_near = np.max(tail[(rr >= 1.8) & (rr <= 2.2)])
tail_mid = np.max(tail[rr >= 2.2])
tail_far = np.max(tail[rr >= 3.5])
assert tail_far < tail_near

# ---------- output ----------
print("Silicon atom, LDA, 3s2 3p2; Z =", Z)
print(f"eigenvalue 3s {val_e[0]:.5f} hartree, 3p {val_e[1]:.5f} hartree")
print(f"relative virial error {virial_error:.1e}")
print(f"D at r=1 bohr (TM 1.8): pair {D_pair:.6f}, formula {D_formula:.6f} a.u.")
print("Pseudo-atoms: eigenvalues (hartree), charge inside rc per orbital")
for c in cases:
    s, p = made[c]
    print(f"{c[0]} rc={c[1]} bohr: eps_s {s['eps']:.5f} eps_p {p['eps']:.5f}")
    print(f"  s: AE {s['charge']:.4f} PS {s['ps_charge']:.4f};"
          f" p: AE {p['charge']:.4f} PS {p['ps_charge']:.4f}")
print("At the nucleus (a: bohr^-3/2, b: bohr^-5/2; chi, ELF: no unit)")
print(f"all-electron: a_1s {abs(ae_a[0][1]):.2f} b_2p {abs(ae_b[0][1]):.2f}"
      f" chi {chi0_ae:.5f} ELF {elf0_ae:.5f}")
for c in cases:
    print(f"{c[0]} {c[1]}: a {made[c][0]['lead']:.4f} b {made[c][1]['lead']:.4f}"
          f" chi {chi0[c]:.3f} ELF {elf0[c]:.5f}")
print("ELF profiles (r in bohr)")
print("   r   full AE  val AE  TM1.8   TM2.2   Ke1.8   Ke2.2")
for rad in (0.05, 0.2, 0.5, 0.8, 1.2, 1.6, 2.0, 2.5, 3.0, 4.0):
    point = np.array([rad])
    row = [elf(sh, point)[0] for sh in
           [full, valence] + [pseudo[c] for c in cases]]
    print(f"{rad:5.2f} " + " ".join(f"{v:7.4f}" for v in row))
print("Extrema for 0.05 < r < 6 bohr, as r:ELF")


def listing(values, index):
    return " ".join(f"{rr[i]:.2f}:{values[i]:.3f}" for i in index) or "none"


for name, values in [("full AE", E_full), ("val AE", E_val)] + \
        [(f"{c[0]} {c[1]}", E_ps[c]) for c in cases]:
    print(f"{name}: max {listing(values, argrelmax(values)[0])};"
          f" min {listing(values, argrelmin(values)[0])}")
print(f"L-M boundary {rr[minima[1]]:.3f} bohr"
      f" = {rr[minima[1]] * BOHR_ANG:.3f} angstrom")
print(f"max ELF gap TM/Kerker, rc=1.8, r<1.8 bohr: {scheme_gap:.4f}")
print(f"max ELF gap TM rc=1.8/2.2, r<1.8 bohr: {radius_gap:.4f}")
print(f"max ELF spread of all four, r<1.8 bohr: {spread.max():.4f}"
      f" at r={rr[spread.argmax()]:.2f} bohr")
print(f"max |PS - val AE| outside rc: {max(outside_error.values()):.1e}")
print(f"max |full AE - val AE|, r 1.8 to 2.2 bohr: {tail_near:.5f}")
print(f"max |full AE - val AE|, r 2.2 to 6 bohr: {tail_mid:.5f}")
print(f"max |full AE - val AE|, r 3.5 to 6 bohr: {tail_far:.2e}")
print("success")
```

Output:

```
Silicon atom, LDA, 3s2 3p2; Z = 14
eigenvalue 3s -0.39812 hartree, 3p -0.15331 hartree
relative virial error 8.9e-12
D at r=1 bohr (TM 1.8): pair 0.015130, formula 0.015131 a.u.
Pseudo-atoms: eigenvalues (hartree), charge inside rc per orbital
TM rc=1.8 bohr: eps_s -0.39812 eps_p -0.15331
  s: AE 0.3718 PS 0.3718; p: AE 0.2080 PS 0.2080
TM rc=2.2 bohr: eps_s -0.39812 eps_p -0.15331
  s: AE 0.5769 PS 0.5769; p: AE 0.3585 PS 0.3585
Kerker rc=1.8 bohr: eps_s -0.39812 eps_p -0.15331
  s: AE 0.3718 PS 0.3718; p: AE 0.2080 PS 0.2080
Kerker rc=2.2 bohr: eps_s -0.39812 eps_p -0.15331
  s: AE 0.5769 PS 0.5769; p: AE 0.3585 PS 0.3585
At the nucleus (a: bohr^-3/2, b: bohr^-5/2; chi, ELF: no unit)
all-electron: a_1s 101.20 b_2p 86.32 chi 0.00742 ELF 0.99995
TM 1.8: a 0.2503 b 0.3885 chi 27.169 ELF 0.00135
TM 2.2: a 0.3426 b 0.3752 chi 8.899 ELF 0.01247
Kerker 1.8: a 0.2134 b 0.3562 chi 38.847 ELF 0.00066
Kerker 2.2: a 0.3119 b 0.3774 chi 12.314 ELF 0.00655
ELF profiles (r in bohr)
   r   full AE  val AE  TM1.8   TM2.2   Ke1.8   Ke2.2
 0.05  0.9975  0.0214  0.0014  0.0127  0.0007  0.0068
 0.20  0.2098  0.0009  0.0026  0.0174  0.0017  0.0110
 0.50  0.8656  0.1428  0.0272  0.0677  0.0272  0.0658
 0.80  0.6116  0.0150  0.2277  0.2874  0.2429  0.3101
 1.20  0.0782  0.7358  0.7382  0.7188  0.7370  0.7252
 1.60  0.4602  0.8713  0.8722  0.8712  0.8735  0.8671
 2.00  0.8161  0.8775  0.8775  0.8779  0.8775  0.8790
 2.50  0.8204  0.8284  0.8284  0.8284  0.8284  0.8284
 3.00  0.7225  0.7239  0.7239  0.7239  0.7239  0.7239
 4.00  0.3969  0.3969  0.3969  0.3969  0.3969  0.3969
Extrema for 0.05 < r < 6 bohr, as r:ELF
full AE: max 0.52:0.866 2.23:0.839; min 0.20:0.209 1.19:0.078
val AE: max 0.46:0.155 1.83:0.881; min 0.13:0.000 0.72:0.000
TM 1.8: max 1.83:0.881; min none
TM 2.2: max 1.82:0.883; min none
Kerker 1.8: max 1.83:0.881; min none
Kerker 2.2: max 1.85:0.883; min none
L-M boundary 1.188 bohr = 0.628 angstrom
max ELF gap TM/Kerker, rc=1.8, r<1.8 bohr: 0.0181
max ELF gap TM rc=1.8/2.2, r<1.8 bohr: 0.0632
max ELF spread of all four, r<1.8 bohr: 0.0829 at r=0.78 bohr
max |PS - val AE| outside rc: 2.5e-06
max |full AE - val AE|, r 1.8 to 2.2 bohr: 0.16267
max |full AE - val AE|, r 2.2 to 6 bohr: 0.02532
max |full AE - val AE|, r 3.5 to 6 bohr: 2.09e-04
success
```
